# Fisher's grain-boundary diffusion law: the quarter-power depth and its limits: verification in Python

```python
"""
Fisher's grain-boundary diffusion law and its limits.

A slab of width delta and diffusivity Db lies between grains of width d and
lattice diffusivity D. The surface y=0 is held at concentration c0 from t=0.
Result under test (boundary concentration cb):
    Fisher:       cb/c0 = exp(-y/LF), LF = sqrt(delta*Db/2)*(pi*t/D)**(1/4)
    with history: cb/c0 = F(y/ell),   ell = sqrt(delta*Db/2)*(t/D)**(1/4)
                  F(z) = sum_n (-z)**n / (n! Gamma(1-n/4))
Both depths grow as t**(1/4) inside a limited time window.
The reference is a two-dimensional finite-volume model of slab and grain,
which keeps boundary storage, lattice flow along y and finite grain width.
Concentrations are in units of c0; all internal quantities are in SI units.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as k_B, e as e_charge
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq
from scipy.special import erfc, erfcinv

mp.mp.dps = 40

# Round model parameters
delta = 0.5e-9
grain = 1000e-9
D0_lattice, E_lattice = 1e-5, 1.30
D0_boundary, E_boundary = 1e-6, 0.55
T_anneal, T_cool = 500.0, 475.0
hour = 3600.0


def diffusivities(T):
    kT_eV = k_B * T / e_charge
    return (D0_lattice * np.exp(-E_lattice / kT_eV),
            D0_boundary * np.exp(-E_boundary / kT_eV))


def similarity_length(t, D, Db):
    return np.sqrt(delta * Db / 2) * (t / D) ** 0.25


def fisher_depth(t, D, Db):
    return np.pi ** 0.25 * similarity_length(t, D, Db)


# ---- series solution with leakage history ----
N_TERMS = 240
Z_CUT = 25.0
inverse_gamma = [mp.rgamma(1 - mp.mpf(n) / 4) for n in range(N_TERMS + 3)]


def history_shape(z, order=0):
    """F(z) or its derivative of the given order; negligible beyond Z_CUT."""
    if z > Z_CUT:
        return 0.0
    total, term = mp.mpf(0), mp.mpf(1)
    for m in range(N_TERMS):
        total += term * inverse_gamma[m + order]
        term *= -mp.mpf(float(z)) / (m + 1)
    return float((-1) ** order * total)


# ---- finite-volume tools ----
def stretched_edges(extent, n, stretch):
    u = np.linspace(0, 1, n + 1)
    return extent * np.expm1(stretch * u) / np.expm1(stretch)


def chain_matrix(links, widths, wall):
    """Symmetrized decay matrix of a row of cells; wall links cell 0 to zero."""
    diagonal = np.append(links, 0.0) + np.insert(links, 0, wall)
    K = np.diag(diagonal) - np.diag(links, 1) - np.diag(links, -1)
    root = np.sqrt(widths)
    return K / np.outer(root, root)


def full_model(times, D, Db, depth_scale, n=140):
    """Boundary profile of the two-dimensional model, exact in time."""
    times = np.atleast_1d(times)
    y_edges = stretched_edges(12 * depth_scale, n, 4.5)
    # Beyond 12 diffusion lengths the grain is untouched.
    x_extent = min(12 * np.sqrt(D * times.max()), grain / 2)
    x_edges = stretched_edges(x_extent, n, 6.0)
    wy, y = np.diff(y_edges), (y_edges[1:] + y_edges[:-1]) / 2
    x = (x_edges[1:] + x_edges[:-1]) / 2
    wx = np.insert(np.diff(x_edges), 0, delta / 2)
    mu, V = eigh(chain_matrix(1 / np.diff(y), wy, 1 / y[0]))
    across = chain_matrix(D * np.insert(1 / np.diff(x), 0, 1 / x[0]), wx, 0.0)
    along = np.full(n + 1, D)
    along[0] = Db
    amplitude = V.T @ np.sqrt(wy)
    deficit = np.zeros((len(times), n))
    for m in range(n):
        rate, P = eigh(across + np.diag(along * mu[m]))
        weight = P[0] * (P.T @ np.sqrt(wx)) / np.sqrt(wx[0])
        deficit[:, m] = np.exp(-np.outer(times, rate)) @ weight
    return y, 1 - (deficit * amplitude) @ V.T / np.sqrt(wy)


def depth_1e(y, c):
    return np.interp(1.0, -np.log(np.clip(c, 1e-6, None)), y)


def local_exponent(t, D, Db, depth_scale):
    pair = np.array([0.8 * t, 1.25 * t])
    y, c = full_model(pair, D, Db, depth_scale)
    return np.log(depth_1e(y, c[1]) / depth_1e(y, c[0])) / np.log(pair[1] / pair[0])


D, Db = diffusivities(T_anneal)
LF = fisher_depth(hour, D, Db)
ell = similarity_length(hour, D, Db)
lattice_length = np.sqrt(D * hour)

# ---- leakage into a grain from a face at constant concentration ----
edges = stretched_edges(14 * lattice_length, 300, 5.0)
w, x = np.diff(edges), (edges[1:] + edges[:-1]) / 2
rate, P = eigh(chain_matrix(1 / np.diff(x), w, 1 / x[0]))
missing = P @ (np.exp(-D * hour * rate) * (P.T @ np.sqrt(w))) / np.sqrt(w)
leak_numeric = D * missing[0] / x[0]
leak_formula = np.sqrt(D / (np.pi * hour))
assert abs(leak_numeric / leak_formula - 1) < 0.005
assert np.max(np.abs(1 - missing - erfc(x / (2 * lattice_length)))) < 0.002

# ---- series against Laplace inversion and against the history integral ----
quarter = mp.mpf(1) / 4
for z in (0.5, 1.2, 3.0):
    inverted = mp.invertlaplace(lambda s: mp.exp(-z * s ** quarter) / s, 1,
                                method='talbot')
    assert abs(float(inverted) - history_shape(z)) < 1e-8
# At past time tp (present time 1) the shape argument is u = z*tp**(-1/4).
# Integrating over u = z + r**2 resolves early times and the endpoint tp = 1.
nodes, weights = np.polynomial.legendre.leggauss(80)
for z in (0.7, 1.5, 3.0):
    r_max = np.sqrt(Z_CUT - z)
    r, wr = r_max * (nodes + 1) / 2, r_max * weights / 2
    u = z + r ** 2
    rise = np.array([-history_shape(value, 1) for value in u])
    memory = 1 / np.sqrt(1 - (z / u) ** 4)
    leak_history = np.sum(wr * 2 * r * rise * memory) / np.sqrt(np.pi)
    assert abs(leak_history - history_shape(z, 2)) < 1e-7

# ---- Fisher's leakage is too small and his profile too deep ----
for z in np.linspace(0.1, 8, 30):
    F = history_shape(z)
    assert history_shape(z, 2) > F / np.sqrt(np.pi)
    assert F < np.exp(-z / np.pi ** 0.25)
z_1e = brentq(lambda z: history_shape(z) - np.exp(-1), 0.5, 2.0)
L_history = z_1e * ell

# ---- full model at one hour ----
y, c = full_model(hour, D, Db, LF)
L_full = depth_1e(y, c[0])
y_coarse, c_coarse = full_model(hour, D, Db, LF, n=90)
grid_change = abs(depth_1e(y_coarse, c_coarse[0]) / L_full - 1)
assert grid_change < 0.003
assert abs(L_full / L_history - 1) < 0.01
sample_depths = np.array([4e-6, 8e-6, 16e-6])
c_full = np.interp(sample_depths, y, c[0])
c_history = np.array([history_shape(s / ell) for s in sample_depths])
c_fisher = np.exp(-sample_depths / LF)
assert np.max(np.abs(c_full - c_history)) < 0.004

# ---- sixteen times the time gives twice the depth ----
y16, c16 = full_model(np.array([hour / 4, 4 * hour]), D, Db, LF)
L_quarter, L_four = depth_1e(y16, c16[0]), depth_1e(y16, c16[1])
assert abs(L_four / L_quarter - 2) < 0.03

# ---- exponents before, inside and after the window ----
t_early, t_late = 1e-4, 1e8
D_eff = (delta * Db + grain * D) / (grain + delta)
n_early = local_exponent(t_early, D, Db, np.sqrt(Db * t_early))
n_window = local_exponent(hour, D, Db, LF)
n_late = local_exponent(t_late, D, Db, np.sqrt(D_eff * t_late))
assert abs(n_early - 0.5) < 0.02
assert abs(n_window - 0.25) < 0.005
assert abs(n_late - 0.5) < 0.01
y_late, c_late = full_model(t_late, D, Db, np.sqrt(D_eff * t_late))
L_late = depth_1e(y_late, c_late[0])
L_late_formula = 2 * erfcinv(np.exp(-1)) * np.sqrt(D_eff * t_late)
assert abs(L_late / L_late_formula - 1) < 0.01

# ---- temperature trend at fixed time ----
D_c, Db_c = diffusivities(T_cool)
y_c, c_c = full_model(hour, D_c, Db_c, fisher_depth(hour, D_c, Db_c))
L_cool = depth_1e(y_c, c_c[0])
E_depth = E_boundary / 2 - E_lattice / 4
cool_formula = np.exp(-E_depth * e_charge / k_B * (1 / T_cool - 1 / T_anneal))
assert L_cool > L_full
assert abs(L_cool / L_full - cool_formula) < 0.008

# ---- drift that a current would add, at Fisher's level ----
charge_number, resistivity, current = 5.0, 4e-8, 1e10
p = charge_number * e_charge * resistivity * current / (k_B * T_anneal)


def drift_depth(p):
    return 1 / (-p / 2 + np.sqrt(p ** 2 / 4 + 1 / LF ** 2))


for signed_p in (p, -p):
    N = 6000
    h = 20 * LF / (N + 1)
    bands = np.zeros((3, N))
    lower = 1 / h ** 2 + signed_p / (2 * h)
    bands[0, 1:] = 1 / h ** 2 - signed_p / (2 * h)
    bands[1] = -2 / h ** 2 - 1 / LF ** 2
    bands[2, :-1] = lower
    source = np.zeros(N)
    source[0] = -lower
    drift_profile = solve_banded((1, 1), bands, source)
    numeric = depth_1e(h * np.arange(1, N + 1), drift_profile)
    assert abs(numeric / drift_depth(signed_p) - 1) < 0.001

inferred = 2 * L_full ** 2 * np.sqrt(D / (np.pi * hour))
inferred_ratio = inferred / (delta * Db)
assert inferred_ratio < 1
beta = delta * Db / (2 * D * lattice_length)

print(f"boundary width delta = {delta*1e9:.1f} nm")
print(f"grain width d = {grain*1e9:.0f} nm")
print(f"lattice prefactor = {D0_lattice:.1e} m^2/s")
print(f"lattice activation energy E = {E_lattice:.2f} eV")
print(f"boundary prefactor = {D0_boundary:.1e} m^2/s")
print(f"boundary activation energy E_b = {E_boundary:.2f} eV")
print(f"anneal temperature = {T_anneal:.0f} K")
print(f"anneal time = {hour:.0f} s")
print(f"lattice diffusivity D = {D:.3e} m^2/s")
print(f"boundary diffusivity D_b = {Db:.3e} m^2/s")
print(f"ratio D_b/D = {Db/D:.3e}")
print(f"lattice length sqrt(Dt) = {lattice_length*1e9:.1f} nm")
print(f"leak velocity sqrt(D/(pi t)) = {leak_formula:.3e} m/s")
print(f"leak velocity, discretized grain = {leak_numeric:.3e} m/s")
print(f"similarity length ell = {ell*1e6:.3f} um")
print(f"Fisher depth L_F = {LF*1e6:.3f} um")
print(f"Fisher depth L_F = {LF:.3e} m")
print(f"scaled 1/e depth, Fisher = {np.pi**0.25:.4f}")
print(f"scaled 1/e depth, with history = {z_1e:.4f}")
print(f"depth with history = {L_history*1e6:.3f} um")
print(f"depth, full model = {L_full*1e6:.3f} um")
print(f"full-model change on coarser grid = {100*grid_change:.3f} %")
print(f"Fisher depth / full-model depth = {LF/L_full:.3f}")
print(f"inferred / true delta*D_b = {inferred_ratio:.3f}")
for s, a, b, f in zip(sample_depths, c_full, c_history, c_fisher):
    print(f"c/c0 at {s*1e6:.0f} um: full {a:.4f}, history {b:.4f}, Fisher {f:.4f}")
print(f"full-model depth at 0.25 h = {L_quarter*1e6:.3f} um")
print(f"full-model depth at 4 h = {L_four*1e6:.3f} um")
print(f"ratio of these depths = {L_four/L_quarter:.3f}")
print(f"storage time delta^2/(4D) = {delta**2/(4*D):.3e} s")
print(f"grain-filling time (d/2)^2/D = {(grain/2)**2/D:.3e} s")
print(f"lattice-overtaking time = {(delta*Db/(2*D))**2/D:.3e} s")
print(f"time exponent at {t_early:.0e} s = {n_early:.4f}")
print(f"time exponent at {hour:.0f} s = {n_window:.4f}")
print(f"time exponent at {t_late:.0e} s = {n_late:.4f}")
print(f"late effective diffusivity = {D_eff:.3e} m^2/s")
print(f"late depth, full model = {L_late*1e6:.1f} um")
print(f"late depth, formula = {L_late_formula*1e6:.1f} um")
print(f"storage ratio delta/(2 sqrt(Dt)) = {delta/(2*lattice_length):.4f}")
print(f"grain ratio d/(2 sqrt(Dt)) = {grain/(2*lattice_length):.2f}")
print(f"beta = delta*D_b/(2 D sqrt(Dt)) = {beta:.3e}")
print(f"depth activation energy = {E_depth:.3f} eV")
print(f"full-model depth at {T_cool:.0f} K = {L_cool*1e6:.3f} um")
print(f"depth ratio {T_cool:.0f} K/{T_anneal:.0f} K, full = {L_cool/L_full:.4f}")
print(f"same depth ratio, formula = {cool_formula:.4f}")
print(f"effective charge number (magnitude) = {charge_number:.0f}")
print(f"resistivity = {resistivity*1e8:.1f} uOhm cm")
print(f"current density = {current*1e-10:.1f} MA/cm^2")
print(f"drift parameter p*L_F = {p*LF:.3f}")
print(f"Fisher depth, inward drift = {drift_depth(p)*1e6:.3f} um")
print(f"Fisher depth, outward drift = {drift_depth(-p)*1e6:.3f} um")
print("finished without a failed check")
```

Running it gives:

```
boundary width delta = 0.5 nm
grain width d = 1000 nm
lattice prefactor = 1.0e-05 m^2/s
lattice activation energy E = 1.30 eV
boundary prefactor = 1.0e-06 m^2/s
boundary activation energy E_b = 0.55 eV
anneal temperature = 500 K
anneal time = 3600 s
lattice diffusivity D = 7.881e-19 m^2/s
boundary diffusivity D_b = 2.859e-12 m^2/s
ratio D_b/D = 3.628e+06
lattice length sqrt(Dt) = 53.3 nm
leak velocity sqrt(D/(pi t)) = 8.348e-12 m/s
leak velocity, discretized grain = 8.347e-12 m/s
similarity length ell = 6.951 um
Fisher depth L_F = 9.254 um
Fisher depth L_F = 9.254e-06 m
scaled 1/e depth, Fisher = 1.3313
scaled 1/e depth, with history = 1.1484
depth with history = 7.982 um
depth, full model = 7.972 um
full-model change on coarser grid = 0.005 %
Fisher depth / full-model depth = 1.161
inferred / true delta*D_b = 0.742
c/c0 at 4 um: full 0.6149, history 0.6151, Fisher 0.6490
c/c0 at 8 um: full 0.3665, history 0.3670, Fisher 0.4213
c/c0 at 16 um: full 0.1199, history 0.1204, Fisher 0.1775
full-model depth at 0.25 h = 5.629 um
full-model depth at 4 h = 11.282 um
ratio of these depths = 2.004
storage time delta^2/(4D) = 7.931e-02 s
grain-filling time (d/2)^2/D = 3.172e+05 s
lattice-overtaking time = 1.044e+12 s
time exponent at 1e-04 s = 0.4915
time exponent at 3600 s = 0.2507
time exponent at 1e+08 s = 0.5001
late effective diffusivity = 1.430e-15 m^2/s
late depth, full model = 481.4 um
late depth, formula = 481.5 um
storage ratio delta/(2 sqrt(Dt)) = 0.0047
grain ratio d/(2 sqrt(Dt)) = 9.39
beta = delta*D_b/(2 D sqrt(Dt)) = 1.703e+04
depth activation energy = -0.050 eV
full-model depth at 475 K = 8.459 um
depth ratio 475 K/500 K, full = 1.0612
same depth ratio, formula = 1.0630
effective charge number (magnitude) = 5
resistivity = 4.0 uOhm cm
current density = 1.0 MA/cm^2
drift parameter p*L_F = 0.430
Fisher depth, inward drift = 11.452 um
Fisher depth, outward drift = 7.477 um
finished without a failed check
```
